# Thickness resonance of a porous dielectric film on copper

## Problem

A porous interlayer dielectric film, 200 nm thick, is bonded to a thick copper layer. Its longitudinal sound speed is 2500 m/s and its upper surface is bare.

(a) Treat the copper as rigid and estimate the lowest frequency at which the film can stretch and compress along its thickness.

(b) Copper is stiff and dense, but not rigid. How does its motion change the frequency, and how long does the vibration last?

(c) A copper cap 5 nm thick is deposited on top of the film. What is the frequency now?

(d) The sound speed is known to 5% and the thickness to 2%. How many digits of the answer to (a) are worth quoting?

Take a film density of 1.2 g/cm³ and a Poisson ratio of 0.25. For copper take a density of 8.9 g/cm³ and a longitudinal sound speed of 4700 m/s. All four are rough values.

## Solution

### The equation of motion

Let \(z\) point upward, with the bonded face at \(z=0\) and the free face at \(z=h\). The film is much wider than it is thick, and it moves along \(z\) by an amount \(u(z,t)\) that is the same across its width. It is taken as uniform, linear and free of internal absorption, and the surrounding air is ignored.

Consider a slice of area \(S\) between \(z\) and \(z+dz\). The material above pulls it upward with force \(S\sigma(z+dz)\), and the material below pulls it downward with force \(S\sigma(z)\), where \(\sigma\) is the tensile stress along \(z\). Newton's law reads

\[
\rho S\,dz\,\frac{\partial^2u}{\partial t^2}
=S\left[\sigma(z+dz)-\sigma(z)\right]
=S\,\frac{\partial\sigma}{\partial z}\,dz .
\]

The stress is proportional to the strain, \(\sigma=M\,\partial u/\partial z\). After division by \(S\,dz\),

\[
\rho\frac{\partial^2u}{\partial t^2}=M\frac{\partial^2u}{\partial z^2},
\qquad v=\sqrt{\frac{M}{\rho}} .
\]

The modulus \(M\) is not Young's modulus \(E\). Young's modulus describes a rod whose sides are free to contract when it is stretched. Here each part of the film is surrounded by material moving in the same way, so there is no sideways strain, and a sideways stress \(s\) builds up instead. Hooke's law for one sideways direction gives

\[
0=\frac{1}{E}\left[s-\nu(s+\sigma)\right]
\quad\Rightarrow\quad
s=\frac{\nu}{1-\nu}\,\sigma .
\]

The strain along \(z\) is then

\[
\frac{\partial u}{\partial z}
=\frac{\sigma-2\nu s}{E}
=\frac{\sigma}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu},
\]

and therefore

\[
M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .
\]

For this film \(M=\rho v^2=1200\times2500^2\ \text{Pa}=7.50\) GPa. With \(\nu=0.25\), the corresponding Young's modulus is \(E=7.50\times(1.25\times0.5/0.75)=6.25\) GPa.

The distinction matters when the sound speed has to be calculated from a modulus. Using \(\sqrt{E/\rho}\) in place of \(\sqrt{M/\rho}\) would lower the frequency found in part (a) by 8.7%. When the longitudinal speed itself is given, as here, no modulus is needed.

### (a) Rigid substrate

Look for a motion in which all points oscillate together, \(u=U(z)\cos\omega t\). Substitution into the wave equation gives

\[
-\rho\omega^2U=M\,U''
\quad\Rightarrow\quad
U''=-k^2U,\qquad k=\frac{\omega}{v},
\]

with the general solution \(U=A\sin kz+B\cos kz\).

The bonded face cannot move, so \(U(0)=B=0\). Nothing pulls on the free face, so its stress vanishes:

\[
M\,U'(h)=MkA\cos kh=0 .
\]

Neither \(A=0\) nor \(k=0\) will do, since each means no motion. Hence \(\cos kh=0\), and

\[
kh=(2n-1)\frac{\pi}{2},\qquad
f_n=\frac{kv}{2\pi}=(2n-1)\frac{v}{4h},\qquad n=1,2,3,\ldots
\]

The lowest frequency is

\[
f_1=\frac{v}{4h}
=\frac{2500\ \text{m/s}}{4\times200\times10^{-9}\ \text{m}}
=3.125\ \text{GHz}\approx3.1\ \text{GHz}.
\]

The wavelength in the film is \(v/f_1=4h=800\) nm, so the film holds a quarter of a wave. The displacement is largest at the top. The stress, proportional to \(\cos kz\), is largest at the bonded face. The next two modes lie at three and five times the fundamental, 9.375 and 15.625 GHz. Even multiples are absent because they do not satisfy both face conditions. Shear vibrations, in which the film moves parallel to its surface, form a separate series. In an isotropic film with \(\nu=0.25\) shear sound is slower by a factor \(\sqrt3\), so that series starts lower, at 1.80 GHz.

The factor of four can also be found by following a pulse. Let an upward pulse \(F(t-z/v)\) meet the free face and return as \(G(t+z/v)\). Zero total strain at the face requires \(-F'/v+G'/v=0\), so the reflected displacement has the same sign as the incident one. At the rigid face the two displacements must add to zero, so the sign is reversed. One round trip takes \(2h/v=160\) ps and leaves the pulse upside down. A second round trip restores it, which makes the period \(4h/v=320\) ps.

### (b) Copper that can move

A moving substrate carries sound away from the film. The copper is assumed so thick that none of this sound returns while the film is ringing. Use complex amplitudes with time factor \(e^{-i\omega t}\); the physical displacement is the real part. In the film, the solution with a stress-free top is

\[
U=A\cos[k(z-h)] .
\]

Its derivative is \(-kA\sin[k(z-h)]\), which at \(z=0\) equals \(+kA\sin kh\). At the bonded face, therefore,

\[
U(0)=A\cos kh,\qquad
\sigma(0)=MkA\sin kh=\omega Z_fA\sin kh .
\]

Here \(Z_f=\rho v\) is the acoustic impedance of the film, and the last step uses \(Mk=\rho v^2\,\omega/v\).

In the copper the wave must travel downward. It has the form \(Be^{-i(k_sz+\omega t)}\), because a point of constant phase then moves toward smaller \(z\). With \(Z_s=\rho_sv_s\) for copper, its stress at \(z=0\) has amplitude \(-i\omega Z_sB\). Displacement and stress are continuous across the bond:

\[
B=A\cos kh,\qquad
\omega Z_fA\sin kh=-i\omega Z_sB .
\]

Eliminating \(B\) gives

\[
\tan kh=-\frac{i}{r},\qquad r=\frac{Z_f}{Z_s}.
\]

No real \(k\) satisfies this, since the vibration decays. Try \(kh=\pi/2-iy\) with real \(y\):

\[
\tan\left(\frac{\pi}{2}-iy\right)=\cot(iy)
=\frac{\cosh y}{i\sinh y}=-i\coth y .
\]

The condition becomes \(\coth y=1/r\), or \(y=\operatorname{artanh}r\), which is real when \(r<1\). Since \(\omega=kv\),

\[
\omega=\frac{v}{h}\left(\frac{\pi}{2}-i\operatorname{artanh}r\right),
\qquad
e^{-i\omega t}=e^{-i\pi vt/(2h)}\,e^{-\gamma t},
\qquad
\gamma=\frac{v}{h}\operatorname{artanh}r .
\]

In this model the motion of the copper leaves the ringing frequency at \(v/(4h)\) and makes the amplitude decay at the rate \(\gamma\).

The reflection of a pulse shows why. Let a downward pulse of amplitude \(a\) produce a reflected pulse \(b\) and a transmitted pulse \(c\). Continuity of displacement gives \(a+b=c\). A downward pulse has stress proportional to \(+Z\) times its amplitude, and an upward pulse to \(-Z\) times its amplitude, so continuity of stress gives \(Z_f(a-b)=Z_sc\). Combining the two,

\[
Z_f(a-b)=Z_s(a+b)
\quad\Rightarrow\quad
\frac{b}{a}=-\frac{Z_s-Z_f}{Z_s+Z_f}=-\frac{1-r}{1+r}.
\]

For \(r<1\) the reflected pulse is reversed, as at a rigid face, but it is weaker. The timing is unchanged and only the size falls.

The numbers are

\[
Z_f=1200\times2500\ \text{Pa s/m}=3.00\ \text{MPa s/m},
\]
\[
Z_s=8900\times4700\ \text{Pa s/m}=41.83\ \text{MPa s/m},
\qquad r=0.0717 .
\]

They give \(\gamma=0.898\ \text{ns}^{-1}\), so the amplitude falls by a factor \(e\) in \(1/\gamma=1.11\) ns, or about 3.5 periods. Each period contains two reflections from the copper, and the fraction of the amplitude left after it is

\[
\left(\frac{1-r}{1+r}\right)^2=e^{-4\operatorname{artanh}r}=0.750 .
\]

Averaged over a cycle, the stored energy decays as \(e^{-2\gamma t}\). The quality factor is the angular frequency times the mean stored energy divided by the mean power lost. When the decay within one cycle is treated as slow, this is \(\omega/(2\gamma)\); means taken over one actual period differ from it by up to about 5%, depending on where the period starts. Hence

\[
Q=\frac{\pi v/(2h)}{2\gamma}=\frac{\pi}{4\operatorname{artanh}r}=10.9 .
\]

This counts radiation into the copper alone. Absorption inside the film would lower \(Q\) further.

A numerical solution in time does not need the outgoing-wave assumption. The film was divided into 400 cells and the copper into cells with the same travel time, with enough copper to keep echoes away during the run. The film was released at rest from the shape \(\sin(\pi z/2h)\), and the wave equation was stepped forward. The zero crossings of the top displacement gave a period of 320.0 ps, and its successive minima gave a ratio of 0.750 per period.

Two limits show the role of the impedance ratio. When \(r\to0\), \(\gamma\to(v/h)r\to0\), and the lossless result of part (a) returns. When \(r\to1\), nothing is reflected, \(\gamma\) grows without bound, and there is no resonance.

For \(r>1\), a film on a substrate of lower impedance, the trial root fails because \(|\coth y|\) cannot be smaller than 1. Taking \(kh=\pi-iy\) instead gives \(\tan kh=-i\tanh y\), so \(\tanh y=1/r\). The lowest oscillating mode then has frequency \(v/(2h)\), twice the earlier value. The reflection at the lower face no longer reverses the sign, and one round trip completes a period. The quarter-wave formula thus requires a substrate of higher impedance. It also assumes a bond that does not stretch: a compliant bond acts as a spring in series with the film and lowers the frequency.

### (c) A thin cap

Return to the rigid substrate, so that the effect of the cap stands alone. Sound crosses 5 nm of copper in about 1 ps, a small part of the period, so the cap moves as a single mass \(m\) per unit area. The film pulls it downward with stress \(\sigma(h)\):

\[
m\frac{\partial^2u}{\partial t^2}\bigg|_{z=h}
=-M\frac{\partial u}{\partial z}\bigg|_{z=h}.
\]

Insert \(u=A\sin kz\cos\omega t\), cancel the common factors, and use \(\omega=kv\) and \(M=\rho v^2\):

\[
m k^2v^2\sin kh=\rho v^2k\cos kh
\quad\Rightarrow\quad
kh\tan kh=\frac{\rho h}{m}=\frac1\mu .
\]

Here \(\mu\) is the mass of the cap divided by that of the film:

\[
\mu=\frac{8900\times5}{1200\times200}=0.185 .
\]

For a light cap, write \(kh=\pi/2-\delta\) with small \(\delta\). Then \(\tan kh=\cot\delta\approx1/\delta\), and to leading order \((\pi/2)/\delta=1/\mu\). Hence \(\delta=\pi\mu/2\), and the fractional change in frequency is \(-\delta/(\pi/2)=-\mu\). This predicts a drop of 18.5%, which is large enough to call for the full equation. Its lowest root, found numerically, is \(kh=1.3292\), and

\[
f=\frac{1.3292\,v}{2\pi h}=2.64\ \text{GHz},
\]

which is 15.4% below the bare-film value. At this mass ratio the leading-order formula overstates the shift by about a fifth, and the error grows with the mass of the cap.

For a heavy cap, \(\mu\gg1\), the root is small and \(\tan kh\approx kh\). Then \((kh)^2\approx\rho h/m\), and

\[
\omega=\frac{v}{h}\sqrt{\frac{\rho h}{m}}=\sqrt{\frac{M/h}{m}} .
\]

The film has become a spring of stiffness \(M/h\) per unit area, and its own mass matters little. This still treats the cap as a single mass. A copper cap of thickness \(d\) has \(\omega d/v_s\approx r\sqrt\mu\), so the formula needs \(1\ll\mu\ll1/r^2\approx190\). With the cap treated as an elastic layer, the formula is too high by 2.5% at \(\mu=20\) (about 540 nm of copper) and by 17% at \(\mu=200\).

### (d) Digits worth quoting

Taking the logarithm of \(f_1=v/(4h)\) and differentiating gives

\[
\frac{\delta f_1}{f_1}=\frac{\delta v}{v}-\frac{\delta h}{h}.
\]

The two errors add in size when the speed is too low and the thickness too high, or the reverse. The extremes are

\[
\frac{0.95\times2500}{4\times1.02\times200\times10^{-9}}\ \text{Hz}=2.91\ \text{GHz},
\qquad
\frac{1.05\times2500}{4\times0.98\times200\times10^{-9}}\ \text{Hz}=3.35\ \text{GHz}.
\]

The result is best quoted as 3.1 GHz, with an uncertainty of about 0.2 GHz. The further digits of 3.125 GHz serve only to compare models with the same inputs.

## A few cases

In every row the nominal thickness is 200 nm and the nominal speed 2500 m/s, except where a change is stated.

| Case | Frequency (GHz) |
|---|---:|
| Bare film, rigid substrate | 3.125 |
| Bare film, thick copper (\(Q=10.9\)) | 3.125 |
| 5 nm copper cap, rigid substrate | 2.64 |
| Speed 5% lower, thickness 2% higher | 2.91 |
| Speed 5% higher, thickness 2% lower | 3.35 |
| Speed wrongly taken as \(\sqrt{E/\rho}\) | 2.85 |

Among these cases the cap causes the largest change. The yielding of copper thick enough to return no echo, which might seem the weakest point of the estimate, affects the lifetime of the bare film's vibration and not its frequency.

## Comparison with real films

The density and moduli used here lie in the rough range of porous organosilicate dielectrics. Pores in such films are of the order of 2 nm across, which is 0.0025 of the 800 nm wavelength. This supports treating the film as a continuum with an average density and an effective modulus, provided the pores are evenly spread. The effective modulus is the one that reproduces the sound speed of the film; it is not in general the average of the local moduli. In a film with a dense skin or a graded porosity, the density and the modulus must both be given as functions of \(z\), and the frequency can shift even if the speed is the same everywhere. A real interconnect departs from the model in other ways. The dielectric is cut by metal lines, the copper may be too thin to absorb the sound without an echo, and a barrier layer often separates the two materials. The shifts due to lines and barriers depend on the layout and are not estimated here. For no echo to return within the decay time of 1.11 ns, the copper must be thicker than about \(4700\ \text{m/s}\times1.11\ \text{ns}/2\approx2.6\) µm. Thinner copper can move the frequency: for 750 nm of copper, close to half a wavelength at 3.1 GHz, on thick silicon (2.33 g/cm³, 8430 m/s), the same one-dimensional model splits the resonance into two modes at 2.85 and 3.41 GHz. The assumption of a bare top can be assessed: if a metal layer is added, for example to generate or detect sound with light, even 5 nm of copper lowers the calculated frequency by 15.4%. The estimate of 3.1 GHz therefore applies to a wide, uniform, uncapped and well-bonded film on copper several micrometres thick.
